# Oscillator-strength sum of an ultrasoft model atom versus Thomas-Reiche-Kuhn

**Question.** I have a one-electron ultrasoft atom in Hartree units, $H\psi_n=\varepsilon_n S\psi_n$ with $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$ and

$$S=1+\sum_l q_l|\beta_l\rangle\langle\beta_l|,\qquad H=T+V_{\rm loc}+\sum_l D_l|\beta_l\rangle\langle\beta_l|,$$

with one s projector and one p shell. Starting from an s eigenstate $\psi_0$, I define $f_n=2(\varepsilon_n-\varepsilon_0)|\langle\psi_n|\tilde z|\psi_0\rangle|^2$ with the augmented dipole $\tilde z=z+d\,(|\beta_p\rangle\langle\beta_s|+|\beta_s\rangle\langle\beta_p|)$. Here $d=\int z\,Q_{sp}$, $Q_{sp}$ is the s-p augmentation density and $\beta_p$ is the $m=0$ member of the shell. The Thomas-Reiche-Kuhn (TRK) proof uses $\sum_n|\psi_n\rangle\langle\psi_n|=1$, which I do not have. How do I close the sum, what does it give for a concrete atom, and is the distance from 1 a measure of how bad my pseudopotential is?

**Answer.** All functions are taken real, and $S$ is assumed positive definite.

**Closure.** Because $S>0$, the vectors $\phi_n=S^{1/2}\psi_n$ are the orthonormal, complete eigenvectors of the Hermitian operator $S^{-1/2}HS^{-1/2}$. So $\sum_n|\phi_n\rangle\langle\phi_n|=1$ and $\sum_n\varepsilon_n|\phi_n\rangle\langle\phi_n|=S^{-1/2}HS^{-1/2}$. Multiplying both by $S^{-1/2}$ on the left and on the right gives

$$\sum_n|\psi_n\rangle\langle\psi_n|=S^{-1},\qquad \sum_n\varepsilon_n|\psi_n\rangle\langle\psi_n|=S^{-1}HS^{-1}.$$

Writing $S^{-1}=S^{-1}SS^{-1}$ puts the two in the same form, and

$$\sum_n f_n=2\langle\eta|K|\eta\rangle,\qquad K=H-\varepsilon_0S,\qquad \eta=S^{-1}\tilde z\psi_0,\qquad K\psi_0=0 .$$

Collecting the projector terms, $K=T+V_{\rm loc}-\varepsilon_0+V$, with $V=\sum_l\Lambda_l|\beta_l\rangle\langle\beta_l|$ and $\Lambda_l=D_l-\varepsilon_0q_l$.

**The vector $\eta$.** The function $z\psi_0$ has $l=1$, $m=0$, so among the projectors it overlaps $\beta_p$ alone. Define $c=\langle\beta_s|\psi_0\rangle$, $m=\langle\beta_p|z|\psi_0\rangle$ (from here on $m$ is this integral) and $b_l=\langle\beta_l|\beta_l\rangle$. Since $\langle\beta_p|\psi_0\rangle=0$, we have $\tilde z\psi_0=z\psi_0+dc\,\beta_p$. Try $\eta=z\psi_0+\gamma\beta_p$:

$$S\eta=z\psi_0+q_pm\,\beta_p+\gamma(1+q_pb_p)\beta_p .$$

Setting this equal to $\tilde z\psi_0$ gives

$$\gamma=\frac{dc-q_pm}{1+q_pb_p}.$$

The same argument on a general vector gives $S^{-1}=1-|\beta_l\rangle\,q_l(1+q_lb_l)^{-1}\langle\beta_l|$ in each channel. The eigenvalue of $S$ along $\beta_l$ is $1+q_lb_l$, so $S>0$ means $1+q_lb_l>0$. Expanding the quadratic form, with $K$ real and symmetric,

$$\sum_nf_n=\underbrace{2\langle z\psi_0|K|z\psi_0\rangle}_{F_A}+\underbrace{4\gamma\langle\beta_p|K|z\psi_0\rangle}_{F_B}+\underbrace{2\gamma^2\langle\beta_p|K|\beta_p\rangle}_{F_C}.$$

**The term $F_A$.** Multiplying out, $[z,[K,z]]=2zKz-z^2K-Kz^2$. The last two terms vanish in the state $\psi_0$ because $K\psi_0=0$, so $F_A=\langle\psi_0|[z,[K,z]]|\psi_0\rangle$. This is evaluated piece by piece. $V_{\rm loc}-\varepsilon_0$ commutes with $z$. For $T=-\tfrac12\nabla^2$, $[T,z]=-\partial_z$, and $[z,-\partial_z]=-z\partial_z+\partial_zz=1$. The kinetic piece is therefore the plain norm, and $\langle\psi_0|S|\psi_0\rangle=1$ makes it $\langle\psi_0|\psi_0\rangle=1-q_sc^2$. For $V$, the $2zVz$ term gives $2\Lambda_pm^2$. Since $V\psi_0=\Lambda_sc\,\beta_s$, the terms $-z^2V-Vz^2$ give $-2\Lambda_sc\,n_2$, with $n_2=\langle\psi_0|z^2|\beta_s\rangle$. So

$$F_A=1-q_sc^2+2\Lambda_pm^2-2\Lambda_sc\,n_2 .$$

**The terms $F_B$ and $F_C$.** With $K\psi_0=0$ again, $Kz\psi_0=[K,z]\psi_0=-\partial_z\psi_0+Vz\psi_0-zV\psi_0=-\partial_z\psi_0+\Lambda_pm\,\beta_p-\Lambda_sc\,z\beta_s$. Projecting on $\beta_p$, with $g=\langle\beta_p|\partial_z\psi_0\rangle$ and $w=\langle\beta_p|z|\beta_s\rangle$,

$$F_B=4\gamma\,(-g+\Lambda_pm\,b_p-\Lambda_sc\,w).$$

With $\kappa_l=\langle\beta_l|T+V_{\rm loc}|\beta_l\rangle$, the definition of $K$ gives

$$F_C=2\gamma^2(\kappa_p-\varepsilon_0b_p+\Lambda_pb_p^2).$$

Each of these integrals contains a projector, so the whole sum is fixed by integrals over the augmentation sphere. For $q_l=D_l=d=0$ one finds $\gamma=\Lambda_l=0$ and $\sum f=1$, which is TRK. In the norm-conserving case $q_l=d=0$, $\gamma$ still vanishes and $\sum f=1+2D_pm^2-2D_sc\,n_2$, the double commutator of the nonlocal potential. $F_B$, $F_C$ and $-q_sc^2$ are specific to augmentation. The derivation fails if $1+q_lb_l\le0$. It needs $\psi_0$ to be an eigenstate, though not necessarily the lowest one. With several projectors per channel, $\gamma$ becomes a vector and $1+qb$ a matrix to invert.

For the radial forms write $\psi_0=(u/r)Y_{00}$ and $\beta_l=(\beta_l(r)/r)Y_{l0}$, and use $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. Then $z$ acts as $r/\sqrt3$ between s and p. The angular mean of $\cos^2\theta$ makes $z^2$ act as $r^2/3$ between s and s. From $\partial_z(u/r)=\cos\theta\,(u'-u/r)/r$ follows $g=\int\beta_p(u'-u/r)\,dr/\sqrt3$.

**What the target value is.** Suppose an invertible $\mathcal T$ gave $H=\mathcal T^\dagger H_{\rm AE}\mathcal T$, $S=\mathcal T^\dagger\mathcal T$ and $\tilde z=\mathcal T^\dagger z\mathcal T$, for a parent Hamiltonian $H_{\rm AE}$ with a local potential. Then $\mathcal T\psi_n$ would run over all parent eigenstates, each $f_n$ would be the parent one, and the sum would be 1. That set includes the core states, which a pseudo-atom is built to lack. Transitions down to them have $\varepsilon_n<\varepsilon_0$ and $f_n<0$, so an ideal pseudo-atom has $\sum f=1+|f_{\rm core}|$. For independent electrons with a filled core this is also the physical value for the valence electron, since those transitions are Pauli blocked. A model in which $f_{\rm core}$ is known in closed form separates this part from the error.

**Parent atom.** Take $V=r^2/2$, the isotropic oscillator with $\omega=1$ Ha and levels $N+\tfrac32$. The core is 1s ($N=0$) and 1p ($N=1$). The valence states are 2s ($N=2$, $\varepsilon_s=7/2$) and 2p ($N=3$, $\varepsilon_p=9/2$), with

$$u_l=N_l\,r^{l+1}\left(r^2-l-\tfrac32\right)e^{-r^2/2},\qquad N_s^2=\frac{8}{3\sqrt\pi},\quad N_p^2=\frac{16}{15\sqrt\pi}.$$

Write $z=(a_z+a_z^\dagger)/\sqrt2$. The 2s state is rotation invariant and holds two quanta, so $\langle n_z\rangle=2/3$. The raised part of $z\psi_{2s}$ lies in shell $N=3$ with $l=1$, which is 2p, and has squared norm $(\langle n_z\rangle+1)/2=5/6$. The lowered part is 1p, with squared norm $\langle n_z\rangle/2=1/3$. With energy differences $\pm1$ Ha,

$$f(2s\to2p)=\tfrac53,\qquad f(2s\to1p)=-\tfrac23,$$

and no other state is reached. The total is 1 and the valence target is $5/3$.

**Vanderbilt construction, one reference per channel.** Outside $r_c$ set $\tilde u_l=u_l$ and $V_{\rm loc}=r^2/2$. Inside, $V_{\rm loc}=r^2/2+A(1-r^2/r_c^2)^3$ and $\tilde u_l=N_lr^{l+1}e^{P_l}$, which has no node. $P_l$ is the cubic Taylor polynomial of $\ln(t-l-\tfrac32)-t/2$ in $t=r^2$ about $t_c=r_c^2$. With $\alpha=t_c-l-\tfrac32$ and $\Delta=r^2-t_c$,

$$P_l=\ln\alpha-\frac{t_c}{2}+\Big(\frac1\alpha-\frac12\Big)\Delta-\frac{\Delta^2}{2\alpha^2}+\frac{\Delta^3}{3\alpha^3}.$$

Let $h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm loc}$ and $\chi_l=(\varepsilon_l-h_l)\tilde u_l$. With $L=\tilde u_l'/\tilde u_l=(l+1)/r+P_l'$ one has $\tilde u_l''/\tilde u_l=L'+L^2=l(l+1)/r^2+P_l''+P_l'^2+2(l+1)P_l'/r$. The centrifugal term cancels, and

$$\chi_l=\tilde u_lW_l,\qquad W_l=\varepsilon_l-V_{\rm loc}+\tfrac12\left[P_l''+P_l'^2+2(l+1)P_l'/r\right].$$

Outside $r_c$, $\chi_l=0$. At $r_c$, $\tilde u_l$ matches $u_l$ through the third derivative and the bump vanishes as $\Delta^3$, so $\chi_l$ and $\chi_l'$ go to zero there. This allows the integration by parts $\kappa_l=\int[\tfrac12\beta_l'^2+(l(l+1)/2r^2+V_{\rm loc})\beta_l^2]\,dr$. Define, with integrals over $[0,r_c]$,

$$B_l=\int\tilde u_l\chi_l,\quad \beta_l=\frac{\chi_l}{B_l},\quad q_l=\int(u_l^2-\tilde u_l^2),\quad D_l=B_l+\varepsilon_lq_l,$$

$$d=\frac1{\sqrt3}\int r\,(u_su_p-\tilde u_s\tilde u_p)\,dr .$$

Three facts follow. First, $\langle\beta_l|\tilde u_l\rangle=1$, so $(H-\varepsilon_lS)\tilde u_l=-\chi_l+B_l\beta_l=0$. Second, $\langle\tilde u_l|S|\tilde u_l\rangle=\langle\tilde u_l|\tilde u_l\rangle+q_l=1$. Third, $\langle\tilde u_p|\tilde z|\tilde u_s\rangle=\langle\tilde u_p|z|\tilde u_s\rangle+d$ is the parent dipole. So $\psi_0=\tilde u_s$, $c=1$, $\Lambda_s=B_s$, and the 2s-2p line keeps $f_1=5/3$ at $1$ Ha $=27.21$ eV.

**No ghost states.** Suppose channel $l$ held a second state at or below $\varepsilon_l$. On the plane spanned by it and $\tilde u_l$, the form $H-\varepsilon_lS=h_l-\varepsilon_l+B_l|\beta_l\rangle\langle\beta_l|$ would be $\le0$. If $B_l>0$, then $h_l-\varepsilon_l\le0$ on that plane too, and by the min-max principle the second level of $h_l$ would be $\le\varepsilon_l$. So $B_l>0$ together with a second local level above $\varepsilon_l$ excludes a ghost. Then every other p state lies above $\varepsilon_p>\varepsilon_0$, and

$$\sum f-1=\tfrac23+\delta,\qquad\delta=\sum_{n\ge2}f_n\ge0 .$$

In this model $\delta$ is strictly positive. Remove the main line, $\eta_\perp=\eta-\tilde u_p\langle\tilde u_p|\tilde z|\psi_0\rangle$, so that $\delta=2\langle\eta_\perp|K|\eta_\perp\rangle$. Outside $r_c$, $\eta$ equals the parent $z\psi_{2s}$, and the subtracted piece is its 2p component. What remains there is the 1p component, the core tail with amplitude of size $1/\sqrt3$. It is nonzero and has to be built from higher pseudo p states, each with positive $f_n$.

**Numbers for $r_c=2.25$ bohr, $A=4$ Ha.** The sphere integrals were done by Gauss-Legendre quadrature. Six decimals are kept in the inputs because the three terms cancel in part.

| | s | p |
|---|---|---|
| $q_l$ | 0.176124 | 0.313687 |
| $B_l$ (Ha) | 0.429841 | 0.290826 |
| $D_l$ (Ha) | 1.046275 | 1.702417 |
| $b_l$ | 3.214212 | 12.633829 |
| $1+q_lb_l$ | 1.566100 | 4.963067 |
| $\kappa_l$ (Ha) | 11.847817 | 69.943697 |

The mixed integrals are $d=0.035926$, $m=2.164835$ and $w=4.740583$ bohr, $n_2=0.760819$ bohr$^2$ and $g=0.278259$ bohr$^{-1}$. Then $\Lambda_s=0.429841$ Ha, $\Lambda_p=1.702417-3.5\times0.313687=0.604513$ Ha, and

$$\gamma=\frac{0.035926-0.313687\times2.164835}{4.963067}=-0.129588\ \text{bohr}.$$

$$F_A=(1-0.176124)+2(0.604513)(2.164835)^2-2(0.429841)(0.760819)$$
$$=0.8239+5.6661-0.6541=5.8359,$$

$$F_B=4\gamma\,[-0.278259+(0.604513)(2.164835)(12.633829)-(0.429841)(4.740583)]=-7.3697,$$

$$F_C=2\gamma^2\,[69.943697-3.5(12.633829)+0.604513(12.633829)^2]=4.1047 .$$

The sum is $\sum f=5.8359-7.3697+4.1047=2.5709$. It exceeds TRK by $1.5709$, of which $0.6667$ is the core part and $\delta=0.9042$ is pseudization error, measured against the valence target $5/3$.

The spectrum was obtained by solving the radial generalized eigenproblem in degree-7 B-splines in a 9 bohr box, with $r_c$ as a breakpoint. The local levels are 2.731 and 4.581 Ha (s) and 3.194 and 5.239 Ha (p). The second ones lie above 3.5 and 4.5 Ha and both $B_l$ are positive, so there is no ghost. The p states are:

| $n$ | $\varepsilon_n$ (Ha) | parent (Ha) | $f_n$ |
|---|---|---|---|
| 1 | 4.500 | 4.5 | 1.6667 |
| 2 | 5.312 | 6.5 | 0.2396 |
| 3 | 7.138 | 8.5 | 0.0067 |
| 4 | 8.700 | 10.5 | 0.2061 |

All higher states together carry 0.4518, and the state-by-state total is 2.5709.

**Reading the numbers.** The main line is reproduced, yet the spurious strength is larger than the core part, and half of it ($0.4518$ of $0.9042$) lies above the fourth p state. A sum rule weights by energy and reaches the whole spectrum, so it can be far off while the lowest line is right.

The second p level, at 5.312 Ha against 6.5 Ha in the parent, can be located without diagonalizing the ultrasoft problem. At a trial energy $\varepsilon$ the p form is $h_p-\varepsilon+(D_p-\varepsilon q_p)|\beta_p\rangle\langle\beta_p|$, and the projector drops out at $\varepsilon^*=D_p/q_p=1.702417/0.313687=5.427$ Ha. Two local levels lie below $\varepsilon^*$, so $H-\varepsilon^*S<0$ on their plane and min-max gives $\varepsilon_2<\varepsilon^*$. At $\varepsilon_2$ the projector coefficient is then positive, and the ghost argument repeated at that energy gives $\varepsilon_2\ge5.239$ Ha. The level is confined to $[5.239,\,5.427)$ Ha. With one reference energy and these values of $r_c$ and $A$, the pseudo-atom therefore cannot reproduce the parent level two quanta above the reference; whether other parameters or a second reference would do so was not tested.

Changing the bump to $A=2$ or $6$ Ha leaves $\tilde u_l$, $q_l$ and $d$ untouched and gives $\delta=0.888$ or $0.922$. Changing to $r_c=2.5$ bohr at $A=4$ Ha gives $q_s=0.0410$, $q_p=0.2655$, $\sum f=2.078$ and $\delta=0.411$. In these cases $\delta$ responds much more to $r_c$, which reshapes the pseudo-orbitals and also widens the bump, than to the height of the bump. That the size of $\delta$ is set mostly by the shape of $\eta_\perp$ inside the sphere, and less by the 1p tail outside, is a conjecture, since the two regions were not separated.

**Closure with 1 in place of $S^{-1}$.** Since $\langle\psi_n|K|\psi_{n'}\rangle=(\varepsilon_n-\varepsilon_0)\delta_{nn'}$, the sum can be written $\sum f=2\sum_{nn'}\langle\psi_0|\tilde z|\psi_n\rangle\langle\psi_n|K|\psi_{n'}\rangle\langle\psi_{n'}|\tilde z|\psi_0\rangle$. Closing both sums with $S^{-1}$ gives $2\langle\eta|K|\eta\rangle$. Closing them with 1 keeps $K=H-\varepsilon_0S$ and replaces $\eta$ by $\tilde z\psi_0$, that is $\gamma$ by $dc=+0.035926$ bohr. The brackets in $F_B$ and $F_C$ stay the same, the sign of $F_B$ flips, and the result is 8.194 instead of 2.571. The same correction shows in the sum without energy weight: $\sum_n|\langle\psi_n|z|\psi_0\rangle|^2=\langle z^2\rangle-q_pm^2/(1+q_pb_p)$. With the plain pseudo moment $\langle\psi_0|z^2|\psi_0\rangle=1.1993$ bohr$^2$, from quadrature over all $r$, this is $1.1993-0.313687(2.164835)^2/4.963067=0.9031$ bohr$^2$.

**Bare dipole.** Setting $d=0$ gives $\gamma=-q_pm/(1+q_pb_p)=-0.136827$ bohr and $\sum f=2.631$. The main line becomes $2(\sqrt{5/6}-d)^2=1.538$ instead of $1.667$. The total rises while the physical line falls, so the sum alone does not reveal a missing augmentation term.

**Origin dependence.** Under $z\to z+a$ the augmentation moments gain $a\int Q_{ll'}=a\,q_l\delta_{ll'}$, so $\tilde z\to\tilde z+aS$ and $\eta\to\eta+a\psi_0$. Since $K\psi_0=0$, the augmented sum does not change. With the bare dipole, $\eta$ gains $aS^{-1}\psi_0=a\psi_0-a\,q_sc\,(1+q_sb_s)^{-1}\beta_s$. This is an s function, and $K$ does not couple it to the p part, so the sum gains

$$2a^2\Big(\frac{q_sc}{1+q_sb_s}\Big)^2(\kappa_s-\varepsilon_0b_s+\Lambda_sb_s^2).$$

For $a=1$ bohr this is $2(0.176124/1.566100)^2\,[11.847817-3.5(3.214212)+0.429841(3.214212)^2]=0.1275$. These are s-to-s transitions, which appear because the pseudo states are orthogonal under $S$ and not under the plain scalar product.

On the last part of the question: the error of the sum is $\sum f-(1+|f_{\rm core}|)$, not $\sum f-1$. It is the error of one energy-weighted total and does not rank pseudopotentials in general. At $r_c=2.25$ bohr, raising $A$ from 2 to 6 Ha increases it from 0.888 to 0.922 while the second p level moves from 5.03 to 5.47 Ha, toward the parent 6.5 Ha, and because of the 1p tail it cannot vanish in this model at any finite $r_c$. That difference is guaranteed to be non-negative here because the parent has a single upward line, which the construction reproduces, and no pseudo p state lies below $\varepsilon_0$. In a parent with many upward lines some can come out too weak and others too strong, and the argument fixes no sign, so a small difference may come from cancellation and does not by itself certify the potential.

Numerical values quoted here were computed with a short program.
